**Unique ROHF energy, conventional orbital energies: lithium and nitrogen**

For a high-spin restricted open-shell determinant of spin $S$, the program shows that different diagonal blocks of the one-operator problem give the same state but different orbital energies. $F^\alpha$ and $F^\beta$ are the spin Fock matrices, and $c$, $o$, $v$ denote closed, open and virtual orbitals. The program asserts that three separately iterated choices reproduce the energy and densities of a PySCF solution, and that finite differences reproduce the orbital-rotation gradients. It builds the frozen ions from explicit determinants with spin projection and asserts that their Hamiltonian matrices agree with $F^\beta$ for high-spin closed holes, $[(2S+1)F^\alpha-F^\beta]/(2S)$ for low-spin closed holes, and $F^\alpha$ for open holes. It also asserts the corresponding attachment formulas and the coupling between open and low-spin closed holes. In the output the nitrogen 2p level is $-0.179$ hartree with half-half blocks and $-0.566$ hartree with the Koopmans block for removal, at one and the same total energy. For lithium, a wrong closed-open block raises the energy by $0.89$ microhartree, so the freedom does not extend to the off-diagonal blocks.

## Numerical check

```python
"""High-spin ROHF: total energy is unique, orbital energies are conventional.

Fa, Fb are alpha and beta Fock matrices; c, o, v mean closed, open, virtual.
The diagonal blocks of the one-operator problem may be a*Fa + b*Fb + shift.
Koopmans blocks: closed Fb (ion spin S+1/2) or
((2S+1)*Fa - Fb)/(2S) (ion spin S-1/2); open Fa for electron removal.
Frozen ion energies are computed independently from explicit determinants.
All energies are in hartree unless a printed label says otherwise.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, lib

EV = physical_constants["Hartree energy in eV"][0]
BASIS = "cc-pvtz"


# Determinants are bit strings; spin orbital 2*p is alpha, 2*p+1 is beta.
def change(state, k, create):
    out = {}
    for bits, amp in state.items():
        occupied = bool((bits >> k) & 1)
        if occupied != create:
            sign = -1 if bin(bits & ((1 << k) - 1)).count("1") % 2 else 1
            out[bits ^ (1 << k)] = sign * amp
    return out


def add(out, state, factor):
    for bits, amp in state.items():
        out[bits] = out.get(bits, 0.0) + factor * amp


def inner(left, right):
    return sum(amp * right.get(bits, 0.0) for bits, amp in left.items())


def apply_hamiltonian(state, h, eri):
    n, out = len(h), {}
    for q in range(n):
        for spin in (0, 1):
            first = change(state, 2*q + spin, False)
            if not first:
                continue
            for p in range(n):
                add(out, change(first, 2*p + spin, True), h[p, q])
            for s in range(n):
                for spin2 in (0, 1):
                    second = change(first, 2*s + spin2, False)
                    if not second:
                        continue
                    for r in range(n):
                        third = change(second, 2*r + spin2, True)
                        if not third:
                            continue
                        for p in range(n):
                            add(out, change(third, 2*p + spin, True),
                                0.5 * eri[p, q, r, s])
    return out


def flip(state, n, source, target):
    out = {}
    for p in range(n):
        removed = change(state, 2*p + source, False)
        add(out, change(removed, 2*p + target, True), 1.0)
    return out


def spin_squared(state, n, m):
    out = flip(flip(state, n, 1, 0), n, 0, 1)
    add(out, state, m * (m + 1))
    return out


def matrices(states, h, eri):
    images = [apply_hamiltonian(x, h, eri) for x in states]
    ham = np.array([[inner(x, y) for y in images] for x in states])
    overlap = np.array([[inner(x, y) for y in states] for x in states])
    return ham, overlap


class Atom:
    def __init__(self, symbol, unpaired):
        self.name = symbol
        mol = gto.M(atom=symbol, basis=BASIS, spin=unpaired, verbose=0)
        mf = scf.ROHF(mol)
        mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 150
        self.energy_ref = mf.kernel()
        assert mf.converged
        order = np.argsort(-mf.mo_occ, kind="stable")
        coeff = np.asarray(mf.mo_coeff)[:, order]
        self.package_levels = np.asarray(mf.mo_energy)[order]
        self.nc, self.no = mol.nelec[1], unpaired
        self.S = unpaired / 2
        self.n = coeff.shape[1]
        self.h = coeff.T @ mf.get_hcore() @ coeff
        eri = mol.intor("int2e")
        for _ in range(4):
            eri = np.tensordot(eri, coeff, axes=(0, 0))
        self.eri = eri
        a, b = self.nc, self.nc + self.no
        self.blocks = (slice(0, a), slice(a, b), slice(b, self.n))

    def densities(self, orbitals):
        a = orbitals[:, :self.nc + self.no]
        b = orbitals[:, :self.nc]
        return a @ a.T, b @ b.T

    def focks(self, pa, pb):
        coulomb = np.einsum("pqrs,rs->pq", self.eri, pa + pb)
        ka = np.einsum("prqs,rs->pq", self.eri, pa)
        kb = np.einsum("prqs,rs->pq", self.eri, pb)
        return self.h + coulomb - ka, self.h + coulomb - kb

    def energy(self, orbitals):
        pa, pb = self.densities(orbitals)
        fa, fb = self.focks(pa, pb)
        return 0.5 * np.sum((self.h + fa)*pa + (self.h + fb)*pb)

    def operator(self, orbitals, fa, fb, choice, wrong_coupling=False):
        a = orbitals.T @ fa @ orbitals
        b = orbitals.T @ fb @ orbitals
        mean = (a + b) / 2
        result = mean.copy()
        c, o, v = self.blocks
        result[c, o] = mean[c, o] if wrong_coupling else b[c, o]
        result[o, c] = result[c, o].T
        result[o, v] = a[o, v]
        result[v, o] = a[v, o]
        for block, (wa, wb, shift) in zip(self.blocks, choice):
            size = block.stop - block.start
            result[block, block] = (wa*a[block, block] + wb*b[block, block]
                                    + shift*np.eye(size))
        return result

    def levels(self, matrix):
        return [np.linalg.eigvalsh(matrix[x, x]) for x in self.blocks]

    def solve(self, start, choice, wrong_coupling=False):
        orbitals, accelerator = start.copy(), lib.diis.DIIS()
        accelerator.space = 8
        for _ in range(300):
            pa, pb = self.densities(orbitals)
            fa, fb = self.focks(pa, pb)
            local = self.operator(orbitals, fa, fb, choice, wrong_coupling)
            matrix = orbitals @ local @ orbitals.T
            density = pa + pb
            error = matrix @ density - density @ matrix
            if np.linalg.norm(error) < 1e-7:
                return self.energy(orbitals), pa, pb, self.levels(local)
            matrix = accelerator.update(matrix, xerr=error)
            _, vectors = np.linalg.eigh(matrix)
            c, o, _ = self.blocks
            weight_c = np.sum((orbitals[:, c].T @ vectors)**2, axis=0)
            closed = np.argsort(-weight_c)[:self.nc]
            weight_o = np.sum((orbitals[:, o].T @ vectors)**2, axis=0)
            weight_o[closed] = -1
            opened = np.argsort(-weight_o)[:self.no]
            chosen = np.concatenate((closed, opened))
            rest = np.setdiff1d(np.arange(self.n), chosen)
            orbitals = vectors[:, np.concatenate((chosen, rest))]
        raise RuntimeError("SCF did not converge: " + self.name)


def show(values):
    return " ".join(f"{x:.5f}" for x in values)


def study(symbol, unpaired):
    atom = Atom(symbol, unpaired)
    c, o, v = atom.blocks
    nc, no, S = atom.nc, atom.no, atom.S
    identity = np.eye(atom.n)
    pa0, pb0 = atom.densities(identity)
    fa, fb = atom.focks(pa0, pb0)
    assert abs(atom.energy(identity) - atom.energy_ref) < 1e-8
    for gradient in (fb[c, o], fa[o, v], (fa + fb)[c, v]):
        assert np.max(np.abs(gradient)) < 1e-5

    rng = np.random.default_rng(7)
    noise = rng.normal(size=(atom.n, atom.n))
    start = expm(0.02 * (noise - noise.T))
    start_excess = atom.energy(start) - atom.energy_ref
    assert start_excess > 1e-3

    # Energy gradients are checked away from the stationary point.
    ga, gb = [start.T @ f @ start for f in atom.focks(*atom.densities(start))]
    i, m, a = 0, nc, nc + no
    formulas = [((i, a), 2*(ga + gb)[i, a]), ((m, a), 2*ga[m, a]),
                ((i, m), 2*gb[i, m])]
    step = 1e-4
    for (p, q), expected in formulas:
        sides = []
        for angle in (step, -step):
            turned = start.copy()
            turned[:, p] = np.cos(angle)*start[:, p] + np.sin(angle)*start[:, q]
            turned[:, q] = np.cos(angle)*start[:, q] - np.sin(angle)*start[:, p]
            sides.append(atom.energy(turned))
        assert abs((sides[0] - sides[1])/(2*step) - expected) < 2e-6

    half = ((0.5, 0.5, 0),) * 3
    high = ((0, 1, 0), (1, 0, 0), (1, 0, 0))
    low = (((2*S + 1)/(2*S), -1/(2*S), 0), (1, 0, 0), (1, 0, 0))
    shifted = ((0.5, 0.5, -0.5), (0.5, 0.5, 0), (0.5, 0.5, 0.5))
    half_levels = atom.levels(atom.operator(identity, fa, fb, half))
    assert np.allclose(np.sort(np.concatenate(half_levels)),
                       np.sort(atom.package_levels), atol=2e-5)
    table, spread = {"half-half": half_levels}, 0.0
    for label, choice in (("high-spin Koopmans", high),
                          ("low-spin Koopmans", low),
                          ("level-shifted half-half", shifted)):
        energy, pa, pb, levels = atom.solve(start, choice)
        spread = max(spread, abs(energy - atom.energy_ref))
        assert abs(energy - atom.energy_ref) < 1e-8
        assert np.max(np.abs(pa - pa0)) < 1e-5
        assert np.max(np.abs(pb - pb0)) < 1e-5
        table[label] = levels
    assert abs(table["high-spin Koopmans"][1][0] - half_levels[1][0]) > 0.05

    # Frozen ions from explicit determinants, including one virtual orbital.
    n = nc + no + 1
    h, eri = atom.h[:n, :n], atom.eri[:n, :n, :n, :n]
    bits = sum(1 << (2*p) for p in range(nc + no))
    bits += sum(1 << (2*p + 1) for p in range(nc))
    neutral = {bits: 1.0}
    E = matrices([neutral], h, eri)[0][0, 0]
    assert abs(E - atom.energy_ref) < 1e-8
    closed, opened = range(nc), range(nc, nc + no)
    high_states = [change(neutral, 2*p + 1, False) for p in closed]
    open_states = [change(neutral, 2*p, False) for p in opened]
    attached = [change(neutral, 2*p + 1, True) for p in opened]
    virtual_state = [change(neutral, 2*(nc + no), True)]
    high_ham = matrices(high_states, h, eri)[0]
    open_ham = matrices(open_states, h, eri)[0]
    attached_ham = matrices(attached, h, eri)[0]
    virtual_ham = matrices(virtual_state, h, eri)[0]
    assert np.allclose(high_ham, E*np.eye(nc) - fb[c, c], atol=1e-8)
    assert np.allclose(open_ham, E*np.eye(no) - fa[o, o], atol=1e-8)
    assert np.allclose(attached_ham, E*np.eye(no) + fb[o, o], atol=1e-8)
    assert abs(virtual_ham[0, 0] - E - fa[nc + no, nc + no]) < 1e-8

    spin_hi, spin_lo = S + 0.5, S - 0.5
    eig_hi, eig_lo = spin_hi*(spin_hi + 1), spin_lo*(spin_lo + 1)
    for states, m_value, target in (
            (high_states, spin_hi, eig_hi), (open_states, spin_lo, eig_lo),
            (attached, spin_lo, eig_lo), (virtual_state, spin_hi, eig_hi)):
        for state in states:
            residual = spin_squared(state, n, m_value)
            add(residual, state, -target)
            assert inner(residual, residual) < 1e-20
    low_states = []
    for p in closed:
        hole = change(neutral, 2*p, False)
        projected = spin_squared(hole, n, spin_lo)
        add(projected, hole, -eig_hi)
        low_states.append({k: x/(eig_lo - eig_hi)
                           for k, x in projected.items()})
    low_raw, overlap = matrices(low_states, h, eri)
    weight = 2*S/(2*S + 1)
    assert np.allclose(overlap, weight*np.eye(nc), atol=1e-12)
    low_ham = low_raw / overlap[0, 0]
    f_low = ((2*S + 1)*fa - fb)/(2*S)
    assert np.allclose(low_ham, E*np.eye(nc) - f_low[c, c], atol=1e-8)

    ip_high = np.linalg.eigvalsh(high_ham)[::-1] - E
    ip_low = np.linalg.eigvalsh(low_ham)[::-1] - E
    ip_open = np.linalg.eigvalsh(open_ham)[0] - E
    ea_open = E - np.linalg.eigvalsh(attached_ham)[0]
    assert np.allclose(ip_high, -table["high-spin Koopmans"][0], atol=2e-5)
    assert np.allclose(ip_low, -table["low-spin Koopmans"][0], atol=2e-5)
    assert abs(ip_open + table["high-spin Koopmans"][1][0]) < 2e-5
    assert abs(half_levels[1][0] + (ip_open + ea_open)/2) < 2e-5

    images = [apply_hamiltonian(x, h, eri) for x in low_states]
    coupling = np.array([[inner(x, y) for x in open_states] for y in images])
    coupling /= np.sqrt(overlap[0, 0])
    assert np.allclose(coupling, -fa[c, o]/np.sqrt(weight), atol=1e-8)

    print(f"{symbol}: S = {S:.1f}; closed, open orbitals = {nc}, {no}")
    print(f"{symbol} ROHF total energy = {E:.8f} hartree")
    print(f"{symbol} displaced-start energy excess = {start_excess:.5f} hartree")
    print(f"{symbol} largest total-energy difference = {spread:.1e} hartree")
    print(f"{symbol} orbital energies [closed | open | lowest virtual], hartree:")
    for label, levels in table.items():
        print(f"  {label}: {show(levels[0])} | {levels[1][0]:.5f}"
              f" | {levels[2][0]:.5f}")
    print(f"{symbol} frozen closed IPs, high-spin = {show(ip_high)} hartree")
    print(f"{symbol} frozen closed IPs, low-spin = {show(ip_low)} hartree")
    print(f"{symbol} low-spin weight of closed-alpha hole = {overlap[0, 0]:.5f}")
    print(f"{symbol} frozen open IP = {ip_open:.5f} hartree"
          f" = {ip_open*EV:.3f} eV")
    print(f"{symbol} frozen open electron affinity = {ea_open:.5f} hartree")
    print(f"{symbol} minus half-half open level = {-half_levels[1][0]:.5f} hartree")
    print(f"{symbol} largest open/closed-hole coupling = "
          f"{np.max(np.abs(coupling)):.6f} hartree")

    if symbol == "Li":
        assert abs(coupling[0, 0]) > 1e-5
        ion = np.array([[low_ham[0, 0], coupling[0, 0]],
                        [coupling[0, 0], open_ham[0, 0]]])
        mixing_drop = open_ham[0, 0] - np.linalg.eigvalsh(ion)[0]
        wrong_energy = atom.solve(start, high, wrong_coupling=True)[0]
        wrong_rise = wrong_energy - E
        assert mixing_drop > 0 and wrong_rise > 1e-9
        cation = gto.M(atom="Li", basis=BASIS, charge=1, spin=0, verbose=0)
        relaxed = scf.RHF(cation)
        relaxed.conv_tol = 1e-12
        relaxed_ip = relaxed.kernel() - E
        assert relaxed.converged and relaxed_ip <= ip_open + 1e-8
        print(f"Li IP lowering by hole mixing = {mixing_drop*1e6:.3f} microhartree")
        print(f"Li relaxed Delta-SCF IP = {relaxed_ip:.6f} hartree")
        print(f"Li relaxation lowering = {(ip_open-relaxed_ip)*1e6:.3f} microhartree")
        print(f"Li energy error from wrong closed-open block = "
              f"{wrong_rise*1e6:.3f} microhartree")
    else:
        assert np.max(np.abs(coupling)) < 1e-5
        high_vectors = np.linalg.eigh(fb[c, c])[1]
        low_vectors = np.linalg.eigh(f_low[c, c])[1]
        rotation = np.arcsin(abs(high_vectors[:, 0] @ low_vectors[:, 1]))
        assert rotation > 1e-5
        print(f"N closed-orbital rotation, high- to low-spin choice = "
              f"{rotation*1000:.3f} mrad")


print("Method: nonrelativistic ROHF/cc-pVTZ, free atoms")
print("Level shifts: closed -0.5, open 0, virtual +0.5 hartree")
study("Li", 1)
study("N", 3)
print("verified")
```

It prints:

```
Method: nonrelativistic ROHF/cc-pVTZ, free atoms
Level shifts: closed -0.5, open 0, virtual +0.5 hartree
Li: S = 0.5; closed, open orbitals = 1, 1
Li ROHF total energy = -7.43267886 hartree
Li displaced-start energy excess = 0.08290 hartree
Li largest total-energy difference = 1.7e-14 hartree
Li orbital energies [closed | open | lowest virtual], hartree:
  half-half: -2.47772 | -0.07927 | 0.03284
  high-spin Koopmans: -2.47058 | -0.19631 | 0.02151
  low-spin Koopmans: -2.49915 | -0.19631 | 0.02151
  level-shifted half-half: -2.97772 | -0.07927 | 0.53284
Li frozen closed IPs, high-spin = 2.47058 hartree
Li frozen closed IPs, low-spin = 2.49915 hartree
Li low-spin weight of closed-alpha hole = 0.50000
Li frozen open IP = 0.19631 hartree = 5.342 eV
Li frozen open electron affinity = -0.03776 hartree
Li minus half-half open level = 0.07927 hartree
Li largest open/closed-hole coupling = 0.004051 hartree
Li IP lowering by hole mixing = 7.126 microhartree
Li relaxed Delta-SCF IP = 0.196299 hartree
Li relaxation lowering = 10.837 microhartree
Li energy error from wrong closed-open block = 0.885 microhartree
N: S = 1.5; closed, open orbitals = 2, 3
N ROHF total energy = -54.39735785 hartree
N displaced-start energy excess = 0.75177 hartree
N largest total-energy difference = 2.1e-14 hartree
N orbital energies [closed | open | lowest virtual], hartree:
  half-half: -15.62807 -0.94454 | -0.17865 | 0.63976
  high-spin Koopmans: -15.58501 -0.73835 | -0.56629 | 0.58531
  low-spin Koopmans: -15.70049 -1.28753 | -0.56629 | 0.58531
  level-shifted half-half: -16.12807 -1.44454 | -0.17865 | 1.13976
N frozen closed IPs, high-spin = 15.58501 0.73835 hartree
N frozen closed IPs, low-spin = 15.70049 1.28753 hartree
N low-spin weight of closed-alpha hole = 0.75000
N frozen open IP = 0.56629 hartree = 15.410 eV
N frozen open electron affinity = -0.20899 hartree
N minus half-half open level = 0.17865 hartree
N largest open/closed-hole coupling = 0.000000 hartree
N closed-orbital rotation, high- to low-spin choice = 8.487 mrad
verified
```
